# The Breit Interaction from Transverse Photon Exchange in Coulomb Gauge, part 2

Two Dirac electrons interact by exchanging one transverse photon, in addition to their Coulomb repulsion $1/r$. The question here is what each term of this interaction does for bound s electrons. Units are Hartree atomic units with Gaussian electromagnetism: $\hbar=m=e=1$, the electron has charge $-1$, and $c$ is the inverse fine-structure constant. Each electron has the Hamiltonian

$$
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r),
$$

with Dirac matrices $\boldsymbol\alpha,\beta$, momentum $\mathbf p$ and local potential $U$. In the two-electron formulas below, $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$ (later written $r_{12}$) and $\mathbf n=\mathbf r/r$.

In Coulomb gauge, photon exchange at zero frequency, which needs $|\Delta|r/c\ll1$, gives $B=-\alpha_{1i}\,\alpha_{2j}\,T_{ij}(\mathbf r)$ with

$$
T_{ij}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\left(\delta_{ij}-\hat k_i\hat k_j\right)e^{i\mathbf k\cdot\mathbf r},
$$

which equals $(\delta_{ij}+n_in_j)/(2r)$. It splits into the Gaunt term $G$ and the retardation term $R$:

$$
B=G+R,\qquad G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad
R=\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.
$$

In $\langle cd|V|ab\rangle$ electron 1 goes from orbital $a$ to $c$ and electron 2 from $b$ to $d$, with transferred energy $\Delta=\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b$ and $w=\Delta/c$. For positive-energy eigenstates of one $h$, a double commutator of $h_1$ and $h_2$ with $r$ gives

$$
\langle cd|R|ab\rangle=-\frac{\Delta^2}{2c^2}\,\langle cd|r|ab\rangle .
$$

If the frequency is kept, $4\pi/k^2$ in the photon propagator becomes $4\pi/(k^2-w^2)$, whose principal-value Fourier transform is $\cos(wr)/r$. For such orbitals, Coulomb plus transverse exchange then equals the Feynman-gauge interaction, $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)$ times $\cos(wr)/r$.

The mode model in the table checks the sum over the two time orderings of emission and absorption,

$$
\frac1{\Delta-\omega}+\frac1{-\Delta-\omega}
=\frac{(-\Delta-\omega)+(\Delta-\omega)}{(\Delta-\omega)(-\Delta-\omega)}
=-\frac{2\omega}{\omega^2-\Delta^2},
$$

where $\omega$ is the photon energy. It has two two-level systems with gap 0.3, each coupled with strength 0.01 to one mode of energy 1.

## The two terms for bound s electrons

The symbols carried over are these. The separation is $\mathbf r=\mathbf r_1-\mathbf r_2$, with length $r_{12}$ from here on and direction $\mathbf n$. The Breit interaction is $B=G+R$, with $G=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ and

$$
R=\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r_{12}}
=-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12}.
$$

The last form uses $\nabla_2=-\nabla_1$ on a function of the separation. For orbitals of one local Dirac Hamiltonian and a transferred energy $\Delta$, $\langle R\rangle=-\Delta^2\langle r_{12}\rangle/(2c^2)$. Atomic units are used, and $w=\Delta/c$.

Electrons in s orbitals show what each term does with little angular algebra. Let $\mathbf u$ be the unit vector from the nucleus to the electron and $\chi$ a constant two-component spinor. An s orbital is

$$
\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix} g(r)\,\chi\\ i f(r)\,\boldsymbol\sigma\cdot\mathbf u\,\chi\end{pmatrix},\qquad P=rg,\quad Q=rf .
$$

The matrix $\boldsymbol\alpha$ connects upper and lower components through $\boldsymbol\sigma$, so the transition current between two such orbitals is

$$
\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac1{4\pi}\left[i g_af_b\,\chi_a^\dagger\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf u)\chi_b-i f_ag_b\,\chi_a^\dagger(\boldsymbol\sigma\cdot\mathbf u)\boldsymbol\sigma\chi_b\right].
$$

The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf u)=\mathbf u+i\,\mathbf u\times\boldsymbol\sigma$ and $(\boldsymbol\sigma\cdot\mathbf u)\boldsymbol\sigma=\mathbf u-i\,\mathbf u\times\boldsymbol\sigma$. With $\mathbf s=\chi_a^\dagger\boldsymbol\sigma\chi_b$ the current becomes

$$
r^2\,\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac1{4\pi}\left[i L\,(\chi_a^\dagger\chi_b)\,\mathbf u-M\,\mathbf u\times\mathbf s\right],
$$

$$
L=P_aQ_b-Q_aP_b,\qquad M=P_aQ_b+Q_aP_b .
$$

The first part flows radially and represents charge moving in and out during the transition. It vanishes when the two radial orbitals are the same. The second part circulates about the spin direction and is the current of the magnetic moment.

The interaction depends on the directions $\mathbf u_1$ and $\mathbf u_2$ through $r_{12}$, so averages over both directions at fixed radii are needed. Let $r_<$ and $r_>$ be the smaller and larger radius. In the multipole expansion of $1/r_{12}$ the dipole term is $(r_</r_>^2)\,\mathbf u_1\cdot\mathbf u_2$. The average of $(\mathbf u_1\cdot\mathbf u_2)^2$ is $\tfrac13$, and the other multipoles drop out against a single factor $\mathbf u_1\cdot\mathbf u_2$. Isotropy then gives

$$
\left\langle\frac{u_{1i}u_{2j}}{r_{12}}\right\rangle=\frac{\delta_{ij}}{9}\,\frac{r_<}{r_>^2},
$$

whose trace is $r_</(3r_>^2)$, as it should be. The average distance is

$$
\langle r_{12}\rangle=\frac{(r_>+r_<)^3-(r_>-r_<)^3}{6r_>r_<}=r_>+\frac{r_<^2}{3r_>}.
$$

Consider first the exchange element $\langle ab|V|ba\rangle$ for two different s orbitals with parallel spins. Electron 1 carries the current $\psi_a^\dagger\boldsymbol\alpha\psi_b$ and electron 2 carries $\psi_b^\dagger\boldsymbol\alpha\psi_a$. Exchanging the labels changes the sign of $L$ and leaves $M$ unchanged. The product of the radial factors is therefore $(iL_1)(-iL_2)=L_1L_2$, where the index says at which radius the function is taken. For the circulating parts, $\mathbf s$ is the same unit vector in both currents, and

$$
(\mathbf u_1\times\mathbf s)\cdot(\mathbf u_2\times\mathbf s)=\mathbf u_1\cdot\mathbf u_2-(\mathbf u_1\cdot\mathbf s)(\mathbf u_2\cdot\mathbf s).
$$

Its average with weight $1/r_{12}$ is $(3-1)/9=2/9$ times $r_</r_>^2$. Mixed products of a radial and a circulating part average to zero, because $\mathbf u_1\cdot(\mathbf u_2\times\mathbf s)$ contracts the symmetric tensor $\delta_{ij}$ with an antisymmetric one. The Gaunt element is thus

$$
\langle ab|G|ba\rangle=-\int_0^\infty\!\!\int_0^\infty\left[\tfrac13L_1L_2+\tfrac29M_1M_2\right]\frac{r_<}{r_>^2}\,dr_1dr_2 .
$$

For the retardation term the derivative form is convenient. On radial currents, $\mathbf u_1\cdot\nabla_1$ and $\mathbf u_2\cdot\nabla_2$ are derivatives with respect to the two radii. They can be taken after the angular average:

$$
-\frac12\,\frac{\partial^2}{\partial r_>\partial r_<}\left(r_>+\frac{r_<^2}{3r_>}\right)
=-\frac12\,\frac{\partial}{\partial r_>}\,\frac{2r_<}{3r_>}=\frac{r_<}{3r_>^2}.
$$

On a circulating current the derivative is $(\mathbf u\times\mathbf s)\cdot\nabla$, which rotates the electron about $\mathbf s$ at fixed radius. The average of such a derivative over all directions is zero. Hence

$$
\langle ab|R|ba\rangle=+\frac13\int_0^\infty\!\!\int_0^\infty L_1L_2\,\frac{r_<}{r_>^2}\,dr_1dr_2,
$$

and the radial parts of $G$ and $R$ cancel:

$$
\langle ab|B|ba\rangle=-\frac29\int_0^\infty\!\!\int_0^\infty M_1M_2\,\frac{r_<}{r_>^2}\,dr_1dr_2 .
$$

The cancellation has a simple cause. A spherically symmetric radial current is the gradient of a function of the radius, so its Fourier components point along $\mathbf k$, and transverse photons do not couple to it. The Gaunt term, which lacks the transverse projector, gives it an energy all the same, and the retardation term removes that energy. The angular factors of $G$ and $R$ are tested in the numerical check with explicit four-component spinors.

The second case is the closed shell $1s^2$. Both radial orbitals are the same, so $L=0$ and $M=2PQ$. The energy of the antisymmetrized pair is the direct element minus the exchange element. A general spin pair replaces the factor $2/9$ by $\tfrac29\,\mathbf s\cdot\mathbf s'$, where $\mathbf s$ and $\mathbf s'$ belong to electrons 1 and 2. In the direct element the spin vectors are opposite and $\mathbf s\cdot\mathbf s'=-1$, which contributes $+\tfrac29$. In the exchange element they are $(1,-i,0)$ and $(1,i,0)$, with $\mathbf s\cdot\mathbf s'=2$. That element is $-\tfrac49$, and subtracting it adds $+\tfrac49$. The sum is $\tfrac23$:

$$
E_B(1s^2)=\frac23\int_0^\infty\!\!\int_0^\infty M_1M_2\,\frac{r_<}{r_>^2}\,dr_1dr_2 .
$$

The factor $\tfrac23$ is $-\tfrac29\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle$ with the singlet value $-3$, so the energy is positive because the spins are opposed in all three components. The picture of two currents that circulate in opposite senses and repel describes the direct element, which comes from the $z$ components and is one third of the total. The other two thirds come from the $x$ and $y$ components, through the exchange element. The retardation term contributes nothing, in agreement with $\Delta=0$.

In a weak nuclear field this energy has a closed form. The lower half of the Dirac equation gives $f=-c\,g'/(2c^2+\varepsilon-U)$, where $\varepsilon$ is the energy without the rest energy. To leading order $f=-g'/(2c)$. For $g=2Z^{3/2}e^{-Zr}$ this is $f=Zg/(2c)$, so $M=(Z/c)P^2$ with $P^2=4Z^3r^2e^{-2Zr}$. Lengths scale as $1/Z$, and the remaining integral is $Z$ times

$$
2\int_0^\infty\!dt\,4t^3e^{-2t}\int_t^\infty\!4e^{-2s}ds=16\int_0^\infty t^3e^{-4t}dt=16\cdot\frac{6}{256}=\frac38 .
$$

Here $t$ is the smaller scaled radius, $s$ is the larger, and the factor 2 counts the two ways of assigning them to the electrons. Therefore

$$
E_B(1s^2)\to\frac23\,\frac{Z^2}{c^2}\,\frac{3Z}{8}=\frac{Z^3}{4c^2}.
$$

With Dirac orbitals at $Z=1$ the computed energy is $1.000016$ times this value.

For a numerical example take the hydrogenic Dirac orbitals 1s and 2s of a point charge $Z=50$. The electrons do not screen the nucleus and the orbitals do not relax, so the numbers describe this model and not a particular atom. For the $1s^2$ singlet the Coulomb energy is $32.925$ hartree and the Breit energy is $1.7353$ hartree, or $47.22$ eV. Their ratio is

$$
\frac{1.7353}{32.925}=0.0527 .
$$

The weak-field expression gives $1.6641$ hartree. The full value is larger by $0.0712$ hartree, which is $4.3$ per cent of the weak-field value. The whole Breit energy is Gaunt energy here. The zero printed for the retardation energy is the commutator formula evaluated at $\Delta=0$. The independent evidence is the angular test, in which the closed-shell average of $R$ with explicit spinors vanishes to within $10^{-9}$.

Exchange between 1s and 2s transfers energy, and there the retardation term matters. The orbital energies without rest energy are $-1294.626$ and $-326.495$ hartree, so

$$
\Delta=-326.495+1294.626=968.131\ \text{hartree},\qquad w=\frac{968.131}{137.036}=7.0648\ \text{bohr}^{-1}.
$$

The parts of the parallel-spin exchange element, in hartree, are

$$
\langle G\rangle=-0.023426-0.058315=-0.081741,\qquad \langle R\rangle=+0.023426,
$$

where the first number in $\langle G\rangle$ belongs to the radial currents and the second to the circulating ones. Their sum is

$$
\langle B\rangle=-0.081741+0.023426=-0.058315\ \text{hartree}=-1.587\ \text{eV}.
$$

The Gaunt term alone would overstate the magnitude of this element by $0.023426/0.058315$, or 40 per cent of the Breit value. The Coulomb exchange element is $1.259027$ hartree. These are exchange elements, which enter the energy of a parallel-spin pair with a minus sign. The direct Breit element of that pair has not been computed, so $-1.587$ eV is not an energy shift of the configuration.

The retardation element can be obtained a second time from the transferred energy. The exchange element of $r_{12}$ is $-0.00093872$ bohr, and

$$
-\frac{w^2}{2}\langle r_{12}\rangle=\frac{(7.0648)^2}{2}\,(0.00093872)=0.02343\ \text{hartree},
$$

in agreement with the value from the current integral. One road uses products of large and small components and the other uses charge densities, so the agreement tests the operator identity for bound orbitals. A negative element of a distance is possible because the density involved, $\psi_a^\dagger\psi_b$, is a transition density whose integral is zero. From $\nabla^2r=2/r$ the Fourier transform of $r$ is $-8\pi/k^4$ for $k\neq0$. A density without net charge therefore gives

$$
\langle r_{12}\rangle=-\int\frac{d^3k}{(2\pi)^3}\,\frac{8\pi}{k^4}\,|\tilde\varrho(\mathbf k)|^2<0,
$$

where $\tilde\varrho$ is the Fourier transform of the transition density. For this type of exchange element $R$ is thus positive.

The error of the zero-frequency limit can be measured in the same model. At the true frequency the function $1/r_{12}$ between the circulating currents is replaced by $\cos(wr_{12})/r_{12}$, while the radial currents remain invisible to transverse photons. In the dipole average this replaces

$$
\frac{r_<}{r_>^2}\quad\text{by}\quad-3w\,j_1(wr_<)\,y_1(wr_>)
=\frac{r_<}{r_>^2}\left[1+\frac{w^2r_>^2}{2}-\frac{w^2r_<^2}{10}+\dots\right],
$$

with the spherical Bessel functions $j_1$ and $y_1$. The dipole coefficient solves the radial wave equation in each radius. For the outgoing wave $e^{iwr_{12}}/r_{12}$ it is regular at the smaller radius, which selects $j_1(wr_<)$, and outgoing at the larger one, which selects $j_1(wr_>)+iy_1(wr_>)$. By dimensions the prefactor is a number times $w$. As $w\to0$, $j_1(x)\to x/3$ and $y_1(x)\to-1/x^2$, and the product must reduce to $r_</r_>^2$, so the prefactor is $3iw$. The real part, which belongs to $\cos(wr_{12})/r_{12}$, is $-3w\,j_1(wr_<)\,y_1(wr_>)$. The program tests the formula against a direct angular integral. The element changes from $-0.058315$ to $-0.058756$ hartree, an increase in magnitude of $0.8$ per cent relative to the zero-frequency value. The bracket exceeds one to this order, which favours an increase. It does not prove one, because $M$ for the 1s–2s pair changes sign as a function of the radius (with $f=-g'/(2c)$ it is proportional to $r^2(2-\tfrac34Zr)\,e^{-3Zr/2}$ in a weak field), and the sign of the total change is taken from the computation.

The sum of Coulomb exchange and transverse exchange at the true frequency is $1.200272$ hartree. The Feynman-gauge interaction $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\cos(wr_{12})/r_{12}$ gives the same number, as it should for orbitals of one local potential. The two gauges differ once the frequency is set to zero. In Coulomb gauge the total becomes

$$
1.259027-0.058315=1.200712\ \text{hartree},
$$

which is $0.00044$ hartree above the full result. In Feynman gauge the zero-frequency interaction is the Coulomb repulsion plus the Gaunt term, and the total becomes

$$
1.259027-0.081741=1.177286\ \text{hartree},
$$

which is $0.02299$ hartree below it. Counting powers of $Z$ and $c$ shows which of the two errors is of lower order, though not their ratio at $Z=50$, which also depends on the radial integrals. For hydrogenic orbitals $\Delta$ grows as $Z^2$, distances shrink as $1/Z$, and each factor $\boldsymbol\alpha$ counts as $Z/c$. Both $G$ and $R$ are then of order $Z^3/c^2$. Feynman gauge at zero frequency omits a term of that same order, namely $R$. Coulomb gauge at zero frequency omits $w^2r_{12}$ multiplied by two factors $\boldsymbol\alpha$, which is of order $Z^5/c^4$.

The same estimate shows where $B$ should not be used. If one electron passes between a positive-energy and a negative-energy state, its energy changes by about $2c^2$. The change for the other electron need not match, so the single $\Delta$ of the derivation is no longer defined. With the larger change in its place, $|\Delta|r_{12}/c$ is about $2cr_{12}$. At the atomic distance $1/Z$ this is $2c/Z$, which is about 5.5 for $Z=50$ and larger for lighter nuclei. The expansion in $\Delta r_{12}/c$ then has no small parameter. The operator derived here therefore belongs between positive-energy states. Within that space, for matrix elements that conserve the total energy and as long as $|\Delta|r_{12}/c$ is small, it represents the exchange of a single transverse photon, and processes with two or more photons in flight need a separate calculation.

## Table of computed values

```
speed of light c = 137.035999 a.u.
mode model: photon energy 1.0, level gap 0.3, coupling 0.01
mode model exchange, diagonalization = -2.197611e-04
mode model exchange, two orderings   = -2.197802e-04
r*T along n, from k integral         = 1.00000000
r*T across n, from k integral        = 0.50000000
singlet angular factor               = 0.66666667
nuclear charge Z = 50
1s energy (no rest energy) = -1294.62615 hartree
2s energy (no rest energy) = -326.49480 hartree
transferred energy D = 968.13135 hartree
D/c = 7.06480 1/bohr
1s^2 singlet:
  Coulomb     = 32.925132 hartree
  Gaunt       = 1.735336 hartree
  retardation = 0.000000 hartree
  Breit       = 1.735336 hartree = 47.221 eV
  Breit/Coulomb = 0.05271
  weak-field value Z^3/(4c^2) = 1.664105 hartree
  Z=1: Breit/(Z^3/(4c^2)) = 1.000016
exchange element <1s2s|V|2s1s>, parallel spins:
  Coulomb               = 1.259027 hartree
  Gaunt, radial part    = -0.023426 hartree
  Gaunt, azimuthal part = -0.058315 hartree
  Gaunt, total          = -0.081741 hartree
  retardation           = 0.023426 hartree
  Breit = -0.058315 hartree = -1.5868 eV
  element of r12        = -0.00093872 bohr
  -D^2 <r12>/(2c^2)     = 0.023426 hartree
  transverse at true D  = -0.058756 hartree
  relative change from zero frequency = 0.00756
  Feynman gauge total   = 1.200272 hartree
  Coulomb gauge total   = 1.200272 hartree
```
